\section*{The Bargmann-Michel-Telegdi Equation and the Magic Momentum of the Muon}

\section{Spin precession and the magic momentum}

A muon moving horizontally in a uniform vertical magnetic field travels on a circle, and its spin turns slightly faster than its velocity. The difference of the two rates measures the magnetic anomaly $a=(g-2)/2$. A magnetic field that is uniform and vertical does not hold the beam vertically, and electric fields can supply the focusing. They also turn both spin and velocity. In the ring treated below, a radial field of $3$ MV/m shifts the difference frequency by $2\%$ at half the momentum derived here. Unless the average of the radial field over the orbit were known, such a shift could be mistaken for a change of $a$. The remedy is a momentum at which the electric contributions to the two rates are equal.

\subsection{Orbit and assumptions}

Let a particle have charge $q$, mass $m$, $g=2(1+a)$ and no electric dipole moment. The fields vary slowly enough that gradient forces on the moment are negligible, and radiation reaction is neglected. The anomaly is an input: it enters as a Pauli coupling used at tree level, although its value has another origin: loop diagrams for the muon and electron, internal structure for a composite particle such as the proton.

Set $c=1$ and use the metric $(+,-,-,-)$, with $F^{i0}=E^i$ and $F^{ij}=-\epsilon^{ijk}B^k$. With $u^\mu=(\gamma,\mathbf u)$ and $\mathbf u=\gamma\mathbf v$, the Lorentz force is
\begin{equation}
\frac{du^\mu}{d\tau}=\frac qm F^{\mu\nu}u_\nu ,\qquad
\frac{d\gamma}{d\tau}=\frac qm\,\mathbf u\cdot\mathbf E,\qquad
\frac{d\mathbf u}{d\tau}=\frac qm(\gamma\mathbf E+\mathbf u\times\mathbf B).
\label{orbit}
\end{equation}

\subsection{From the rest frame to a covariant law}

The spin is described by a four-vector $S^\mu$ that equals $(0,\mathbf s)$ in the rest frame, so $u_\mu S^\mu=0$ in every frame. Consider the inertial frame that moves with the particle at one instant, with fields $\mathbf E'$ and $\mathbf B'$. To first order in the fields, $d\mathbf s/d\tau$ must be an axial vector linear in $\mathbf s$ and in a field. The product $\mathbf s\times\mathbf B'$ qualifies; $\mathbf s\times\mathbf E'$ is polar and is excluded by parity. The moment $(gq/2m)\mathbf s$ fixes the coefficient:
\begin{equation}
\frac{d\mathbf s}{d\tau}=(1+a)\frac qm\,\mathbf s\times\mathbf B'.
\label{torque}
\end{equation}
A moment later the particle has a small velocity $\mathbf w$ in this frame. The spatial part of $S^\mu$ then differs from $\mathbf s$ only at order $w^2$, so (\ref{torque}) also gives its first derivative.

The time component follows from differentiating $u_\mu S^\mu=0$. In the comoving frame $u_\mu=(1,\mathbf 0)$ and $S_i=-s^i$, hence
\begin{equation}
\frac{dS^0}{d\tau}=-S_i\frac{du^i}{d\tau}=\frac qm\,\mathbf s\cdot\mathbf E'.
\label{time}
\end{equation}
In the same frame,
\begin{equation}
F^{0\nu}S_\nu=\mathbf s\cdot\mathbf E',\qquad
F^{i\nu}S_\nu=(\mathbf s\times\mathbf B')^i,\qquad
S_\lambda F^{\lambda\nu}u_\nu=-\mathbf s\cdot\mathbf E'.
\label{components}
\end{equation}
The spatial components of $(1+a)F^{\mu\nu}S_\nu$ reproduce (\ref{torque}). A term $Xu^\mu$ can be added without changing them, since $\mathbf u=0$ here. The time component then requires $\mathbf s\cdot\mathbf E'=(1+a)\mathbf s\cdot\mathbf E'+X$, so $X=-a\,\mathbf s\cdot\mathbf E'=a\,S_\lambda F^{\lambda\nu}u_\nu$. Both sides are now four-vectors, and equality in one frame gives equality in all:
\begin{equation}
\frac{dS^\mu}{d\tau}=\frac qm\left[(1+a)F^{\mu\nu}S_\nu
+a\,u^\mu(S_\lambda F^{\lambda\nu}u_\nu)\right].
\label{bmt}
\end{equation}
This is the Bargmann-Michel-Telegdi equation. It preserves the spin length: on contraction with $S_\mu$ the first term vanishes because $F$ is antisymmetric, the second because $u\cdot S=0$. It also preserves the constraint. With $K=S_\lambda F^{\lambda\nu}u_\nu$ and $u_\mu F^{\mu\nu}S_\nu=-K$,
\begin{equation}
\frac{d(u\cdot S)}{d\tau}=\frac qm\left[-(1+a)K+aK+K\right]=0,
\end{equation}
where the last $K$ comes from $S_\mu du^\mu/d\tau$.

\subsection{Precession of the rest-frame spin}

A boost multiplies the component of $\mathbf s$ along the motion by $\gamma$. Since $u^2\equiv|\mathbf u|^2=\gamma^2-1$,
\begin{equation}
S^0=\mathbf u\cdot\mathbf s,\qquad
\mathbf S=\mathbf s+\frac{\mathbf u(\mathbf u\cdot\mathbf s)}{\gamma+1},\qquad
\mathbf s=\mathbf S-\frac{\mathbf uS^0}{\gamma+1}.
\label{boost}
\end{equation}
Let a dot denote $(m/q)\,d/d\tau$. Equation (\ref{bmt}) reads
\begin{align}
\dot S^0&=(1+a)\mathbf S\cdot\mathbf E+a\gamma K,\qquad
\dot{\mathbf S}=(1+a)(S^0\mathbf E+\mathbf S\times\mathbf B)+aK\mathbf u,\\
K&=S^0\,\mathbf u\cdot\mathbf E-\mathbf S\cdot(\gamma\mathbf E+\mathbf u\times\mathbf B),
\end{align}
and differentiating the last relation in (\ref{boost}) gives
\begin{equation}
\dot{\mathbf s}=\dot{\mathbf S}-\frac{\mathbf u\dot S^0}{\gamma+1}
-\frac{S^0\dot{\mathbf u}}{\gamma+1}+\frac{\mathbf uS^0\dot\gamma}{(\gamma+1)^2}.
\label{sdot}
\end{equation}
The two terms in $K$ combine to $aK\mathbf u[1-\gamma/(\gamma+1)]=aK\mathbf u/(\gamma+1)$. As (\ref{sdot}) is linear in the fields, their contributions can be found separately.

For the magnetic part, $K=-\mathbf s\cdot(\mathbf u\times\mathbf B)$ and $\mathbf S\times\mathbf B=\mathbf s\times\mathbf B+(\mathbf u\cdot\mathbf s)\,\mathbf u\times\mathbf B/(\gamma+1)$. The term $-S^0\dot{\mathbf u}/(\gamma+1)$ reduces the coefficient of $(\mathbf u\cdot\mathbf s)\,\mathbf u\times\mathbf B/(\gamma+1)$ from $1+a$ to $a$:
\begin{align}
\dot{\mathbf s}_B&=(1+a)\mathbf s\times\mathbf B+\frac a{\gamma+1}
\left[(\mathbf u\cdot\mathbf s)\,\mathbf u\times\mathbf B
-\mathbf u\,\mathbf s\cdot(\mathbf u\times\mathbf B)\right]\nonumber\\
&=(1+a)\mathbf s\times\mathbf B+\frac a{\gamma+1}\,
\mathbf s\times[(\mathbf u\times\mathbf B)\times\mathbf u]\nonumber\\
&=\mathbf s\times\left[(1+a\gamma)\mathbf B
-\frac{a\,\mathbf u(\mathbf u\cdot\mathbf B)}{\gamma+1}\right].
\label{sb}
\end{align}
The last line uses $(\mathbf u\times\mathbf B)\times\mathbf u=(\gamma^2-1)\mathbf B-\mathbf u(\mathbf u\cdot\mathbf B)$.

For the electric part put $P=\mathbf u\cdot\mathbf s$, $Q=\mathbf u\cdot\mathbf E$ and $R=\mathbf s\cdot\mathbf E$. Then $\mathbf S\cdot\mathbf E=R+PQ/(\gamma+1)$ and
\begin{equation}
K=PQ-\gamma R-\frac{\gamma PQ}{\gamma+1}=\frac{PQ}{\gamma+1}-\gamma R.
\end{equation}
Inserting this in (\ref{sdot}) and collecting the terms along $\mathbf E$ and $\mathbf u$,
\begin{align}
\dot{\mathbf s}_E={}&P\left[1+a-\frac{\gamma}{\gamma+1}\right]\mathbf E\nonumber\\
&+\frac{\mathbf u}{\gamma+1}\left[\frac{aPQ}{\gamma+1}-a\gamma R
-(1+a)R-\frac{(1+a)PQ}{\gamma+1}+\frac{PQ}{\gamma+1}\right]\nonumber\\
={}&\left(a+\frac1{\gamma+1}\right)(P\mathbf E-R\mathbf u)
=\left(a+\frac1{\gamma+1}\right)\mathbf s\times(\mathbf E\times\mathbf u).
\label{se}
\end{align}
The $PQ$ terms cancel, and the remaining bracket is $-R[a(\gamma+1)+1]$.

Dividing (\ref{sb}) and (\ref{se}) by $\gamma$ converts proper time to laboratory time. The result has the form $d\mathbf s/dt=\boldsymbol\Omega_s\times\mathbf s$, with
\begin{equation}
\boldsymbol\Omega_s=-\frac qm\left[\left(a+\frac1\gamma\right)\mathbf B
-\frac{a\gamma}{\gamma+1}(\mathbf v\cdot\mathbf B)\mathbf v
-\left(a+\frac1{\gamma+1}\right)\mathbf v\times\mathbf E\right].
\label{omegas}
\end{equation}
At low speed the electric coefficient tends to $a+\tfrac12$. The field $\mathbf B'\simeq\mathbf B-\mathbf v\times\mathbf E$ alone would give $a+1$; the missing $\tfrac12$ is the Thomas precession, which the changing rest frame has supplied.

\subsection{Precession relative to the velocity}

Let $\mathbf n=\mathbf v/v$. The part of $d\mathbf u/dt$ perpendicular to $\mathbf n$, divided by $|\mathbf u|=\gamma v$, is
\begin{equation}
\frac{d\mathbf n}{dt}=\frac q{m\gamma v}(\mathbf E_\perp+\mathbf v\times\mathbf B)
=\boldsymbol\Omega_c\times\mathbf n,\qquad
\boldsymbol\Omega_c=-\frac q{\gamma m}\left[\mathbf B-\frac{\mathbf v\times\mathbf E}{v^2}\right].
\label{omegac}
\end{equation}
To verify the second equality, use $-\mathbf B\times\mathbf n=\mathbf v\times\mathbf B/v$ and $(\mathbf v\times\mathbf E)\times\mathbf n/v^2=\mathbf E_\perp/v$. A component of $\boldsymbol\Omega_c$ along $\mathbf n$ would not alter $d\mathbf n/dt$; the convention here keeps the full $\mathbf B$.

In axes turning at $\boldsymbol\Omega_c$, the spin turns at $\boldsymbol\Omega_a=\boldsymbol\Omega_s-\boldsymbol\Omega_c$. Because $\gamma v^2=(\gamma^2-1)/\gamma$, the electric coefficients combine as
\begin{equation}
a+\frac1{\gamma+1}-\frac{\gamma}{\gamma^2-1}
=a+\frac{\gamma-1-\gamma}{\gamma^2-1}=a-\frac1{\gamma^2-1},
\end{equation}
and therefore
\begin{equation}
\boldsymbol\Omega_a=-\frac qm\left[a\mathbf B-\frac{a\gamma}{\gamma+1}
(\mathbf v\cdot\mathbf B)\mathbf v-\left(a-\frac1{\gamma^2-1}\right)
\mathbf v\times\mathbf E\right].
\label{omegaa}
\end{equation}
For $a>0$ the electric term vanishes at
\begin{equation}
\gamma=\sqrt{1+\frac1a},\qquad p=mc\sqrt{\gamma^2-1}=\frac{mc}{\sqrt a},
\label{magic}
\end{equation}
with $c$ restored in the momentum. This is called the magic momentum. Below it, the electric field turns the velocity faster than the spin; above it, the spin faster than the velocity. For $a=0$ the balance is approached only as $\gamma\to\infty$, and for $a<0$ both parts of the coefficient are negative, so no solution exists.

The helicity shows which components of $\mathbf E$ matter. From the two rotation laws,
\begin{align}
\frac{d(\mathbf s\cdot\mathbf n)}{dt}
&=(\boldsymbol\Omega_s\times\mathbf s)\cdot\mathbf n
+\mathbf s\cdot(\boldsymbol\Omega_c\times\mathbf n)
=\mathbf s\cdot(\mathbf n\times\boldsymbol\Omega_a)\nonumber\\
&=-\frac qm\,\mathbf s_\perp\cdot\left[a\,\mathbf n\times\mathbf B
+\left((1+a)v-\frac1v\right)\mathbf E\right].
\label{helicity}
\end{align}
Here $\mathbf n\times(\mathbf v\times\mathbf E)=-v\mathbf E_\perp$ and $1/(\gamma^2-1)=1/v^2-1$ were used. The electric coefficient vanishes at $v^2=1/(1+a)$, which is (\ref{magic}) again. A longitudinal field does not enter this instantaneous rate, but by (\ref{orbit}) it changes $\gamma$ and so moves the particle off the condition.

A test with $a=0.5$ and an electric field having components along and across the velocity found helicity rates due to $\mathbf E$ of $+0.693$, $0$ and $-0.283$ at $0.5$, $1$ and $2$ times the magic momentum, in units with $q/m=c=1$. The sign reverses as (\ref{helicity}) requires.

\subsection{A quantum check of the magnetic term}

The classical law can be compared with the Dirac-Pauli Hamiltonian. Take $\hbar=c=1$, $qB>0$, $\mathbf B=B\hat{\mathbf z}$ and $p_z=0$:
\begin{equation}
H=H_0-\frac{aqB}{2m}\beta\Sigma_z,\qquad
H_0=\alpha_x\pi_x+\alpha_y\pi_y+\beta m,
\end{equation}
where $\boldsymbol\pi=\mathbf p-q\mathbf A$. Both $\beta$ and $\Sigma_z$ anticommute with $\alpha_x$ and $\alpha_y$, so their product commutes with $H_0$. Moreover $H_0^2=m^2+\pi_x^2+\pi_y^2-qB\Sigma_z$. The orbital part has eigenvalues $(2l+1)qB$, so with $\Sigma_z=\sigma=\pm1$,
\begin{equation}
H_0^2=m^2+2nqB,\qquad n=l+\frac{1-\sigma}2.
\end{equation}
For $n\ge1$, each eigenvalue $\eta=\pm1$ of $\beta\Sigma_z$ belongs to a two-state block coupling an upper to a lower component. In each block $H_0$ has diagonal entries $\pm m$ and off-diagonal magnitude $\sqrt{2nqB}$, giving one positive level:
\begin{equation}
\mathcal E_{n\eta}=\sqrt{m^2+2nqB}-\eta\frac{aqB}{2m},\qquad
\mathcal E_{n-}-\mathcal E_{n+}=\frac{aqB}m.
\label{levels}
\end{equation}
In the upper components the transition at fixed $n$ goes from spin up with $l=n$ to spin down with $l=n-1$. It costs a spin quantum and returns an orbital quantum, so its frequency is the difference of spin and orbital frequencies. This agrees with (\ref{omegaa}) for $\mathbf v\cdot\mathbf B=0$ and $\mathbf E=0$, independently of $\gamma$. Diagonalization with $a=0.3$ and $qB/m^2=0.1$ gave a splitting of $0.3\,qB/m$ at mean energies $1.095m$, $1.732m$ and $3.000m$. It does not test the electric term.

\subsection{A muon in a ring}

Hartree units are awkward for a GeV particle, so SI units and GeV are used. The muon anomaly $a=0.00116592$ gives $1/\sqrt a=29.286$, and the rest energy is $0.1056584$ GeV. Equation (\ref{magic}) yields
\begin{equation}
\gamma=29.303,\qquad
p=29.286\times0.1056584\ \mathrm{GeV}/c=3.094\ \mathrm{GeV}/c.
\end{equation}

Let a positive muon circulate in a vertical field $B=1.5$ T with a radial electric field $E_r=3$ MV/m pointing outward, constant in size. These are round model values, and the orbit stays in the horizontal plane $z=0$. In vacuum such a field also has a vertical component near that plane, $E_z\simeq-E_rz/r$, which vanishes on the orbit and is left out here. The motion is clockwise seen from above, so $\mathbf v=-v\hat{\boldsymbol\phi}$ and $\mathbf v\times\mathbf E=vE_r\hat{\mathbf z}$. Writing $\boldsymbol\Omega_a=-\omega_a\hat{\mathbf z}$ and $\beta=v/c$,
\begin{equation}
\omega_a=\frac qm\left[aB-\left(a-\frac1{\gamma^2-1}\right)\frac{\beta E_r}{c}\right].
\label{ring}
\end{equation}
At $p=x\,mc/\sqrt a$ one has $\gamma^2-1=x^2/a$. The shift relative to the frequency without electric field is then
\begin{equation}
\frac{\Delta\omega_a}{\omega_a}=-\left(1-\frac1{x^2}\right)\frac{\beta E_r}{cB}.
\label{shift}
\end{equation}

With $qB/m=1.27594\times10^9$ rad/s,
\begin{equation}
\frac{\omega_a}{2\pi}=\frac{0.00116592\times1.27594\times10^9}{2\pi}\ \mathrm{s}^{-1}
=236.77\ \mathrm{kHz}.
\end{equation}
At the magic momentum the electric field lowers the orbital frequency from $6929.95$ to $6883.70$ kHz and the spin frequency from $7166.72$ to $7120.46$ kHz. Each falls by $46.26$ kHz, while their difference stays at $236.77$ kHz. The orbit radius grows from $6.881$ to $6.927$ m because the outward force opposes the magnetic one. The field thus acts on orbit and spin, and drops out of their relative precession.

Away from this momentum, $E_r/(cB)=0.006671$ sets the scale. For $x=1.01$, (\ref{shift}) gives
\begin{equation}
-\left(1-\frac1{1.0201}\right)\times0.9994\times0.006671=-131\ \mathrm{ppm}.
\end{equation}
At $x=0.99$ the shift is $+135$ ppm, at $x=0.5$ it is $+2.0\%$, and at $x=2$ it is $-0.50\%$. Integration of (\ref{bmt}) along the orbit agrees with these values, and a root search on the integrated motion finds the electric shift vanishing at $3.094$ GeV$/c$. The numerical output lists these comparisons.

The cancellation holds at one momentum, and a beam has a spread. For $x=1+\delta$,
\begin{equation}
1-\frac1{x^2}=2\delta-3\delta^2+O(\delta^3).
\end{equation}
In this constant-field model the linear part averages out for equal numbers of muons at $\delta=\pm0.01$. The mean of $+135.37$ and $-131.38$ ppm leaves $+2.0$ ppm, in agreement with $3\delta^2\beta E_r/(cB)$. This residual belongs to the constant field. A focusing quadrupole field vanishes on the design orbit, $E_r=\kappa(r-r_0)$, and a muon with offset $\delta$ circulates at $r-r_0\simeq r_0\delta/(1-n)$, where $n=\kappa r_0/(\beta cB)$. The field it meets is then proportional to $\delta$, and the linear part gives a shift $-2n\beta^2\delta^2/(1-n)$, negative on both sides of the magic momentum: about $-25$ ppm for $n=0.11$ and $\delta=\pm0.01$.

Vertical motion brings a second correction. If $\mathbf v$ has a component $v_z$ along $\mathbf B$, the instantaneous vertical part of (\ref{omegaa}) at the magic momentum is
\begin{equation}
\Omega_{a,z}=-\frac{qaB}{m}\left[1-\frac{\gamma}{\gamma+1}\frac{v_z^2}{c^2}\right],
\end{equation}
accompanied by a horizontal part of first order in $v_z$. Together they give $|\boldsymbol\Omega_a|=(qaB/m)\sqrt{1-v_z^2/c^2}$, so at large $\gamma$ the length of the vector falls by about half as much as its vertical part. Choosing $\gamma$ removes the electric term but not this one; its effect on a measured frequency must be found by following the spin through the vertical oscillation.

The magic momentum depends on mass and anomaly together. The electron's anomaly, $0.00115965$, is close to the muon's, so its magic $\gamma$ is similar, but its smaller mass gives $0.0150$ GeV$/c$. For the proton $a=1.793$, and the condition is met at $0.701$ GeV$/c$, where $p/(mc)=1/\sqrt a$ is below one.

\section*{Computed values}
\begin{verbatim}
largest relative error, BMT against boosted torque: 9.9e-09
largest error, spin vector along trajectories: 1.7e-12
helicity test: a = 0.5, fields in units with q/m = c = 1
  p/p_magic = 0.5: helicity rate due to E = +0.692820
  p/p_magic = 1.0: helicity rate due to E = -0.000000
  p/p_magic = 2.0: helicity rate due to E = -0.282843
Dirac-Pauli levels: a = 0.3, hbar q B/(m^2 c^2) = 0.1
  n =  1: mean energy/(m c^2) = 1.09545, splitting/(hbar q B/m) = 0.30000000
  n = 10: mean energy/(m c^2) = 1.73205, splitting/(hbar q B/m) = 0.30000000
  n = 40: mean energy/(m c^2) = 3.00000, splitting/(hbar q B/m) = 0.30000000
muon anomaly a = 0.00116592
muon rest energy = 0.1056584 GeV
magic Lorentz factor = 29.3034
magic speed v/c = 0.9994175
magic momentum m c/sqrt(a) = 3.0944 GeV/c
magic momentum from root search = 3.0944 GeV/c
ring field B = 1.5 T, radial field E = 3.0 MV/m
E/(c B) = 0.006671
q B/m = 1.27594e+09 rad/s
at the magic momentum, frequencies (rate/2 pi):
  E off: orbit 6929.954 kHz, spin 7166.719 kHz
  E off: relative 236.7652 kHz, radius 6.8811 m
  E on : orbit 6883.695 kHz, spin 7120.460 kHz
  E on : relative 236.7652 kHz, radius 6.9273 m
relative shift of the anomalous frequency caused by E (ppm):
  p/p_magic = 0.50: integrated +19967.34, formula +19967.34
  p/p_magic = 0.99: integrated +135.37, formula +135.37
  p/p_magic = 1.00: integrated -0.00, formula +0.00
  p/p_magic = 1.01: integrated -131.38, formula -131.38
  p/p_magic = 2.00: integrated -5002.73, formula -5002.73
electron: a = 0.00115965, magic momentum = 0.01501 GeV/c
proton: a = 1.792847, magic momentum = 0.70074 GeV/c
\end{verbatim}
